# Spin-Orbit Coupling and the Minority Gap of a Half-Metal

## Second-order onset of states in the spin gap

A band calculation for a half-metallic electrode can be run with collinear spins, in which case the minority gap is empty, or with spin-orbit coupling, which doubles the matrix dimension and fills the gap with a small density of minority states. Whether the second run is needed depends on how that density grows with the coupling. It grows as the square, with a coefficient fixed by the energies and orbitals of the collinear states, so its size can be estimated before the larger calculation is started.

### What is counted

Let the Hamiltonian at one wave vector be

$$H=H_0+\xi V,\qquad H_0=\begin{pmatrix}H_\uparrow&0\\0&H_\downarrow\end{pmatrix},\qquad V=\mathbf L\cdot\mathbf S, \tag{1}$$

with $\hbar=1$, so that $\xi$ is an energy. Spin is quantized along the magnetization, and up is the majority direction. The minority block $H_\downarrow$ has a gap over the whole Brillouin zone, and majority bands cross it. The description is one of independent electrons in a perfect crystal.

With $L_\pm=L_x\pm iL_y$ and likewise for $S_\pm$, the cross terms cancel in $L_+S_-+L_-S_+=2(L_xS_x+L_yS_y)$. Hence

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+). \tag{2}$$

Since $S_-$ turns up into down with unit amplitude, the spin blocks are

$$V_{\uparrow\uparrow}=\tfrac12L_z,\quad V_{\downarrow\downarrow}=-\tfrac12L_z,\quad V_{\downarrow\uparrow}=\tfrac12L_+,\quad V_{\uparrow\downarrow}=\tfrac12L_-. \tag{3}$$

An eigenstate of $H$ with energy $E_\nu$ has a majority part $\varphi_\uparrow^\nu$ and a minority part $\varphi_\downarrow^\nu$. The quantity of interest is the minority-projected density of states,

$$n_\downarrow(E)=\sum_\nu\delta(E-E_\nu)\,\|\varphi_\downarrow^\nu\|^2, \tag{4}$$

where an average over wave vectors is understood. The total density of states in the gap is a different quantity: the majority bands make it nonzero already at $\xi=0$.

### The minority amplitude

The lower row of $H\varphi=E\varphi$ reads

$$(H_\downarrow+\xi V_{\downarrow\downarrow})\varphi_\downarrow+\xi V_{\downarrow\uparrow}\varphi_\uparrow=E\varphi_\downarrow .$$

Collecting the terms in $\varphi_\downarrow$ and inverting gives

$$\varphi_\downarrow=\xi R_\xi(E)V_{\downarrow\uparrow}\varphi_\uparrow,\qquad R_\xi(E)=(E-H_\downarrow-\xi V_{\downarrow\downarrow})^{-1}. \tag{5}$$

No expansion has been made. The inverse exists for the following reason. Let $d$ be the distance from $E$ to the nearest eigenvalue of $H_\downarrow$ at this wave vector. Adding $\xi V_{\downarrow\downarrow}$ moves no eigenvalue by more than $|\xi|\,\|V_{\downarrow\downarrow}\|$, so for $|\xi|\,\|V_{\downarrow\downarrow}\|<d$ the energy $E$ still lies off the spectrum, and the norm of $R_\xi$ is at most $1/(d-|\xi|\,\|V_{\downarrow\downarrow}\|)$. Therefore

$$\|\varphi_\downarrow\|^2\le\left[\frac{|\xi|\,\|V_{\downarrow\uparrow}\|}{d-|\xi|\,\|V_{\downarrow\downarrow}\|}\right]^2\|\varphi_\uparrow\|^2. \tag{6}$$

For a $d$ shell, $L_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$ has its largest factor, $\sqrt6$, at $m=0$ and $m=-1$. So $\|V_{\downarrow\uparrow}\|=\sqrt6/2$, while $\|V_{\downarrow\downarrow}\|=1$.

The bound already excludes a term of order $\xi$. Spin-orbit coupling puts a first-order minority amplitude into a majority state, and a density is the square of an amplitude. Degeneracies among the majority states do not matter, because the denominators in (5) contain minority levels alone.

### The leading coefficient

To sum over states without trouble from the delta function, replace $\delta(E-E_\nu)$ by a smooth, narrow function $g(E_\nu)$ centred at $E$ and confined to the interior of the gap. Since $R_\xi$ is Hermitian at real energy and $V_{\uparrow\downarrow}=V_{\downarrow\uparrow}^\dagger$, equations (4) and (5) give

$$n_\downarrow=\xi^2\sum_\nu g(E_\nu)\,\langle\varphi_\uparrow^\nu|V_{\uparrow\downarrow}R_\xi(E_\nu)^2V_{\downarrow\uparrow}|\varphi_\uparrow^\nu\rangle. \tag{7}$$

The factor $\xi^2$ stands in front, so the rest is needed only at $\xi=0$. Two replacements are involved.

First, the identity $R_\xi=R_0+\xi R_0V_{\downarrow\downarrow}R_\xi$ shows that exchanging $R_\xi$ for $R_0$ costs a relative order $\xi$. In the eigenstates $|m\downarrow\rangle$ of $H_\downarrow$, with energies $\varepsilon_{m\downarrow}$, one has $R_0(E)^2=\sum_m|m\downarrow\rangle\langle m\downarrow|/(E-\varepsilon_{m\downarrow})^2$.

Second, define $f_m(E)=g(E)/(E-\varepsilon_{m\downarrow})^2$, which is smooth because $g$ vanishes near the minority levels. The sum over exact states is then a block of a matrix function:

$$\sum_\nu f_m(E_\nu)\,|\varphi_\uparrow^\nu\rangle\langle\varphi_\uparrow^\nu|=[f_m(H)]_{\uparrow\uparrow}=f_m(H_\uparrow)+O(\xi). \tag{8}$$

The last step follows on writing $f_m(H)$ as a Fourier integral over $e^{iHt}$: the norm of $e^{iHt}-e^{iH_0t}$ is at most $|t|\,|\xi|\,\|V\|$, and the Fourier transform of a smooth function falls fast enough for the integral over $t$ to converge.

Expanding $f_m(H_\uparrow)$ in the majority states $|n\uparrow\rangle$ and letting $g$ become narrow gives

$$n_\downarrow(E)=\xi^2\sum_n\delta(E-\varepsilon_{n\uparrow})\sum_m\frac{|\langle m\downarrow|V|n\uparrow\rangle|^2}{(E-\varepsilon_{m\downarrow})^2}+O(\xi^3). \tag{9}$$

For a sharp energy this requires $E$ to lie away from van Hove singularities of the majority bands. Spin-orbit coupling displaces such a singularity, and at a fixed energy close to it the displacement has no uniform power series. The smoothed density has no such restriction.

There is a short independent argument for the absence of a linear term. The density $n_\downarrow$ cannot be negative for either sign of $\xi$, and it vanishes at $\xi=0$. A differentiable function with these properties has zero slope there. The same reasoning shows that if the matrix elements in (9) vanish for all majority states at $E$, the first surviving order must again be even, hence at least the fourth. "Begins at second order" thus presumes that some majority state at $E$ has a nonzero spin-flip element.

### Third order, and the edges of the gap

If $V$ had only spin-flip blocks, $n_\downarrow$ would be even in $\xi$: reversing the sign of all minority amplitudes is a unitary change of basis that turns $\xi V_{\downarrow\uparrow}$ into $-\xi V_{\downarrow\uparrow}$ and leaves the minority weights alone. The blocks $V_{\uparrow\uparrow}$ and $V_{\downarrow\downarrow}$ are unaffected by this change, so they permit odd terms. In (7) they correct $f_m(H)$ and $R_\xi$ at first order, and so enter $n_\downarrow$ at order $\xi^3$.

The same blocks limit the energy range. Suppose that the top of the lower minority band is a triply degenerate $t_{2g}$ level. Within it, $L_z$ has eigenvalues $0$ and $\pm1$, so $\xi V_{\downarrow\downarrow}$ splits the level by $0$ and $\pm\xi/2$. The edge moves up by $|\xi|/2$, which is first order. At a fixed energy within about $|\xi|/2$ of the original edge, ordinary minority band states can therefore appear, and (9) does not apply. The range is wider when a majority level lies just below the edge and repels it. Equation (9) describes the interior of the gap.

### Direction of the magnetization

For magnetization along a unit vector $\mathbf n$, choose $\mathbf e_1,\mathbf e_2$ so that $\mathbf e_1,\mathbf e_2,\mathbf n$ form a right-handed set, and put $\mathbf e_+=\mathbf e_1+i\mathbf e_2$. The spin-flip block becomes $\tfrac12\mathbf e_+\cdot\mathbf L$, which is $\tfrac12L_+$ when $\mathbf n$ is along $z$. The coefficient of $\xi^2$ in (9) is

$$c_2(E)=\tfrac14\sum_{ab}(e_+)_a^*(e_+)_b\,T_{ab},\qquad T_{ab}=\sum_{nm}\delta(E-\varepsilon_{n\uparrow})\frac{\langle n|L_a|m\rangle\langle m|L_b|n\rangle}{(E-\varepsilon_{m\downarrow})^2}. \tag{10}$$

The tensor $T$ contains only orbital quantities at $\xi=0$, which do not depend on $\mathbf n$. In a cubic crystal the twofold rotations remove its off-diagonal elements and the threefold rotations make the diagonal ones equal, so $T_{ab}=T\delta_{ab}$. With $\mathbf e_+^*\cdot\mathbf e_+=2$ this gives $c_2=T/2$ for every direction. The argument concerns the cubic bulk at order $\xi^2$; a strained film or an interface has lower symmetry.

### Normal incidence: which minority symmetry is admixed

In an epitaxial tunnel junction the orbital symmetry of the leaked amplitude matters as well as its size. Take the wave vector and the magnetization both along a fourfold axis $z$. A quarter turn of orbitals and spin together commutes with $H$, so $m+s$ is conserved modulo 4, where $s=\pm\frac12$.

A majority $\Delta_1$ state made of $d_{z^2}$ has $m=0$ and $m+s=\frac12$. A minority state in the same class needs $m=1$ modulo 4, which in a $d$ shell means $m=+1$, a member of the $\Delta_5$ pair $d_{xz},d_{yz}$. No other $d$ state shares the class. The problem therefore closes on two levels:

$$\begin{pmatrix}\varepsilon_1&\tfrac{\sqrt6}{2}\xi\\ \tfrac{\sqrt6}{2}\xi&\varepsilon_5-\tfrac12\xi\end{pmatrix}. \tag{11}$$

Here $\varepsilon_1$ is the majority $\Delta_1$ level and $\varepsilon_5$ the minority $\Delta_5$ level. Let $D=\varepsilon_1-\varepsilon_5+\xi/2>0$. The mixing angle obeys $\tan2\theta=\sqrt6\,\xi/D$, and the minority weight is $w=\sin^2\theta=\frac12(1-\cos2\theta)$:

$$w=\frac12\left(1-\frac{D}{\sqrt{D^2+6\xi^2}}\right)\simeq\frac{3\xi^2}{2D^2}. \tag{12}$$

The minority part has no $\Delta_1$ component at any order in $\xi$. In a barrier such as MgO, where $\Delta_1$ states decay most slowly, it is thus barred from the slowest minority-spin channel, provided that the whole stack keeps the fourfold axis. An in-plane magnetization gives the same protection if it is perpendicular to a mirror plane of the stack that contains the $z$ axis: the mirror then ties a spin flip to a change of orbital parity, and $\Delta_1$ is even. The protection belongs to the majority $\Delta_1$ state, not to every majority state. With the magnetization along $z$, a majority $\Delta_5$ state with $m=-1$ has $m+s=-\frac12$, the class of a minority $d_{z^2}$ state, so it can admix minority $\Delta_1$. For a general direction of the magnetization, or away from normal incidence, these symmetry arguments no longer apply.

### A model with numbers

Consider five $d$ orbitals per site on a simple cubic lattice with nearest-neighbour hopping $dd\sigma=-0.15$ eV, $dd\pi=0.07$ eV and $dd\delta=0$. The minority site levels are $-0.70$ eV for $t_{2g}$ and $0.85$ eV for $e_g$; the majority levels lie lower by an exchange splitting of 0.85 eV. With seven electrons per cell, both $t_{2g}$ sets are full and the majority $e_g$ bands are half full. The moment is one Bohr magneton per cell. The $e_g$ hopping changes sign when $\pi$ is added to each component of $\mathbf ka$ ($a$ is the cell edge), so the majority $e_g$ spectrum is symmetric about zero and the Fermi level is at $E=0$.

The minority gap runs from $-0.42$ to $0.40$ eV. Both edges are reached at the zone centre and, because $dd\delta=0$, all along the fourfold axes through it. At the centre a $t_{2g}$ orbital gains $4\,dd\pi=0.28$ eV from its two active axes, and an $e_g$ orbital gains $3\,dd\sigma=-0.45$ eV.

Densities were computed by diagonalizing the $10\times10$ Hamiltonian at 8000 points in one octant of the zone, which suffices because the bands are even in each component of $\mathbf k$. A Gaussian of standard deviation 0.04 eV replaces the delta function. The sum in (9), evaluated on the same points from states at $\xi=0$, gives $c_2=3.86$ eV$^{-3}$ per cell at $E=0$. This value and those below belong to the chosen width. On finer meshes, widths of 0.02 and 0.01 eV give $c_2=3.75$ and $3.72$. At 0.02 eV the full density for $\xi=0.07$ eV falls by 3 %, to $17.4\times10^{-3}$ eV$^{-1}$ per cell, and the third- and fourth-order coefficients shrink by about 4 % and 12 %. The ratio of the second-order value to the full one and the polarization barely move. The two routes compare as follows, in units of $10^{-3}$ eV$^{-1}$ per cell.

| $\xi$ (eV) | full diagonalization | $c_2\xi^2$ |
|---|---|---|
| 0.01 | 0.382 | 0.386 |
| 0.02 | 1.514 | 1.544 |
| 0.04 | 5.96 | 6.17 |
| 0.07 | 17.96 | 18.91 |

Reversing the sign of $\xi$ separates even and odd orders. At $\xi=\mp0.01$ eV the densities are $0.3902$ and $0.3820$ in the same units. Their mean exceeds $c_2\xi^2$ by 0.05 % of that value. At 0.02 eV the relative excess is 0.21 %, four times larger, as a fourth-order term requires. The odd part grows by a factor 8.02 between the two couplings, which identifies it as third order, with coefficient $c_3=-4.1$ eV$^{-4}$ per cell.

At $\xi=0.07$ eV the second-order value is 5 % above the full result. The cubic term supplies $-4.09\times0.07^3=-1.40\times10^{-3}$, which overshoots the difference of $-0.95\times10^{-3}$; the remainder of $0.45\times10^{-3}$ is close to the fourth-order term, which is $+0.49\times10^{-3}$ when its coefficient is taken from the even part at 0.01 eV.

The coefficient can be understood from the orbitals. From (3), $\frac12L_+$ takes $d_{z^2}$ to $m=+1$ with squared amplitude $\frac32$, and $d_{x^2-y^2}$ to $m=-1$ with squared amplitude $\frac12$. Cubic symmetry weights the two $e_g$ orbitals equally in the zone sum, so the mean is 1, and all final states are $t_{2g}$. Thus $c_2/n_\uparrow$ is the mean inverse square of the energy denominator, weighted by the squared elements. With $n_\uparrow=1.81$ eV$^{-1}$ per cell at $\xi=0$, it equals 2.13 eV$^{-2}$, an effective denominator of 0.69 eV. The distance to the $t_{2g}$ site level is 0.70 eV.

This gives a quick estimate, $n_\downarrow\approx n_\uparrow\xi^2/(0.70\ \mathrm{eV})^2$, for this orbital arrangement near mid-gap. It does not hold across the gap. For $\xi=0.07$ eV the full density is 0.078 eV$^{-1}$ per cell at $E=-0.2$ eV and 0.013 at $+0.2$ eV, a ratio of 6, whereas denominators measured from the site level would give $(0.9/0.5)^2=3.2$. The majority density is the same at both energies, and so is the mean squared element, so at second order the extra factor comes from the denominators. A small part is due to the Gaussian: a width of 0.02 eV lowers the ratio to 5.5. The rest is band dispersion, acting in two ways. Averaging $1/(E-\varepsilon)^2$ over the whole $t_{2g}$ band, without regard to wave vector, already raises 3.2 to 4.0. In addition, low majority $e_g$ states lie on average towards the zone centre, where the minority $t_{2g}$ bands are highest: the mean final level, weighted by the squared elements, is about $-0.63$ eV at $E=-0.2$ eV and $-0.78$ eV at $+0.2$ eV.

The largest minority weight of any state found with $|E|<0.2$ eV is 5.3 %. All these states obey (6), the closest reaching 77 % of its bound.

At the zone centre the first-order edge shift can be seen directly: for $\xi=10^{-4}$ eV, the lower edge moves by $0.5017\,\xi$. The excess over one half has a simple origin. A majority $e_g$ level lies at $-0.45$ eV, 0.03 eV below the edge, and repels it by $\frac12\xi^2/0.03\ \mathrm{eV}$, which is $0.0017\,\xi$ here. At $\xi=0.07$ eV such a small denominator makes perturbation theory useless at this point, although it works at mid-gap: the top mainly-minority state rises by $0.88\,\xi$ rather than $\xi/2$, and its minority weight drops to 78 %.

For the symmetry argument take $k_za=2\pi/3$ on the fourfold axis. The majority $\Delta_1$ level is $dd\sigma(1+2\cos k_za)=0$, and the minority $\Delta_5$ level is $-0.70+2\,dd\pi(1+\cos k_za)=-0.63$ eV. With $\xi=0.07$ eV, $D=0.665$ eV, and (12) gives $w=1.58$ %. Full diagonalization gives the same weight, all of it in $m=+1$.

### Polarization and what else fills the gap

At $\xi=0.07$ eV the majority density at $E=0$ is 1.825 eV$^{-1}$ per cell. The minority fraction is $0.01796/(1.825+0.018)=0.97$ %, and the polarization $(n_\uparrow-n_\downarrow)/(n_\uparrow+n_\downarrow)$ is 98.1 %. This evaluation holds the energy fixed. With seven electrons held fixed instead, at 300 K, spin-orbit coupling raises the Fermi level by 8 meV, and the minority fraction there is 0.94 %.

Thermal excitation into the minority bands is negligible in this model. At 300 K, $k_BT=25.9$ meV, and the minority bands at $\xi=0$, averaged with the thermal weight $-\partial f/\partial E$ ($f$ is the Fermi function), contribute $7\times10^{-7}$ eV$^{-1}$ per cell, against 0.018 from spin-orbit coupling.

Thermal tilting of the moments is not negligible. For magnons of energy $\mathcal Dq^2$, expanding the Bose function in a geometric series and integrating each Gaussian gives their density

$$\rho=\int\!\frac{d^3q}{(2\pi)^3}\frac1{e^{\mathcal Dq^2/k_BT}-1}=\sum_{l=1}^\infty\left(\frac{k_BT}{4\pi \mathcal Dl}\right)^{3/2}=\zeta(\tfrac32)\left(\frac{k_BT}{4\pi \mathcal D}\right)^{3/2}. \tag{13}$$

A round stiffness $\mathcal D=5$ meV nm$^2$ gives $\rho=0.69$ nm$^{-3}$, or 0.015 magnons per cell of edge 0.28 nm. Each removes two Bohr magnetons from a crystal with one per cell, so the mean of $\cos\theta$ for the local moment falls to $1-2(0.015)$. If the electron spins follow the local moment, their minority fraction along the average magnetization is the mean of $(1-\cos\theta)/2$, which is 1.5 %. This exceeds the spin-orbit fraction. Added to it, which is adequate while both are small, it lowers the polarization to about 95 %.

The gap and coupling are roughly those of cobalt-based Heusler half-metals such as Co$_2$MnSi, but the bands are not those of that compound. A formula unit fills about the volume of two model cells, so its moment of about 5 Bohr magnetons corresponds to roughly 2.5 per model cell. The model's single magneton is therefore low, and at the same stiffness the tilting fraction would be nearer 0.6 %. Real electrodes also break the assumption of a perfect bulk crystal. Atomic disorder and interface states can place minority states in the gap at $\xi=0$, and many-body states outside the band picture can do so too. The model does not size these contributions, so 98 % is not a prediction for a device.

Numerical broadening can imitate the effect. A Lorentzian of half-width $\eta$ gives each minority level a tail $(\eta/\pi)/(E-\varepsilon_{m\downarrow})^2$. If the dispersion is neglected, three levels lie at 0.70 eV and two at 0.85 eV from mid-gap. The tails then sum to $8.9\,\eta/\pi$ in eV units, which equals the spin-orbit density of 0.018 at $\eta\approx6$ meV. With the dispersion included the sum is $10.8\,\eta/\pi$ and the matching width is about 5 meV. The tail is linear in $\eta$ and survives at $\xi=0$, so a collinear run with the same broadening reveals it.
